# Dielectric heating averaged over one cycle of a sinusoidal field

**Question**

I am supposed to show that "dielectric heating per volume" is $\omega\varepsilon_0\varepsilon''$ times half the squared field amplitude. My attempt: the energy density is $\tfrac12\varepsilon_0\varepsilon E^2$, and its time derivative averages to zero over a cycle because the field comes back to where it started. So I get no heating at all.

I also don't see why the imaginary part of a permittivity should enter a real energy, or whether the answer is the energy of one cycle or a power. And if the liquid contains ions, do I add their Joule heating separately? A worked case with realistic microwave numbers would help.

**Answer**

Your energy density assumes that $D$ follows $E$ without delay. A material of that kind stores energy and gives it all back. Heating comes from the delay, so start from the work done by the source, not from a stored energy.

**The work rate**

Take a thin plane capacitor with plate area $A$ and spacing $d$, filled with the material. The voltage is $V=Ed$. The source supplies the current

$$I=A\left(\frac{dD_b}{dt}+\sigma E\right),$$

where $D_b$ is the displacement without mobile charge, and $\sigma$ is the conductivity. The power is $VI$. Dividing by the volume $Ad$ gives

$$p(t)=E\,J,\qquad J=\frac{dD_b}{dt}+\sigma E .$$

Let the field inside the material be $E=E_0\cos\omega t$, so $E_0$ is a peak value. The conduction current can be written as a time derivative too:

$$\sigma E_0\cos\omega t=\frac{d}{dt}\left(\frac{\sigma E_0}{\omega}\sin\omega t\right).$$

We can therefore use one effective displacement $D$ with $J=dD/dt$.

**What $\varepsilon''$ means**

Assume a linear, isotropic, non-magnetic material at fixed volume, in the steady state. With the time factor $e^{-i\omega t}$ and $\varepsilon=\varepsilon'+i\varepsilon''$,

$$D=\mathrm{Re}\left[\varepsilon_0(\varepsilon'+i\varepsilon'')E_0(\cos\omega t-i\sin\omega t)\right]
=\varepsilon_0E_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t).$$

The sign of the sine term comes from $i\cdot(-i)=1$. Nothing imaginary is left: $\varepsilon''$ is the size of the part of $D$ that lags the field by a quarter cycle. (With the factor $e^{+i\omega t}$ one writes $\varepsilon'-i\varepsilon''$ and gets the same real $D$.) Comparison with the conduction term shows that ions contribute $\sigma/(\omega\varepsilon_0)$ to $\varepsilon''$. If your $\varepsilon''$ already includes this, do not add Joule heating again.

**The average**

Differentiate $D$ and multiply by $E$:

$$p(t)=\omega\varepsilon_0E_0^2\left(\varepsilon''\cos^2\omega t-\varepsilon'\sin\omega t\cos\omega t\right).$$

Now use $\cos^2a=\tfrac12(1+\cos2a)$ and $\sin a\cos a=\tfrac12\sin2a$:

$$p(t)=\tfrac12\omega\varepsilon_0E_0^2\left[\varepsilon''+\varepsilon''\cos2\omega t-\varepsilon'\sin2\omega t\right].$$

Over one period $2\pi/\omega$, the last two terms run through two full oscillations and average to zero. What remains is

$$\boxed{\;\bar p=\tfrac12\,\omega\varepsilon_0\varepsilon''E_0^2\;}$$

This is a power per volume. The energy per volume in one cycle is

$$w=\frac{2\pi}{\omega}\,\bar p=\pi\varepsilon_0\varepsilon''E_0^2=\oint E\,dD,$$

the area of the loop traced in the $D$–$E$ plane. If you use the rms field, $E_{\rm rms}^2=E_0^2/2$ and the factor $\tfrac12$ disappears.

Your zero is the $\varepsilon'$ term. It matters within the cycle, though. The two oscillating terms combine to $|\varepsilon|\cos(2\omega t+\varphi)$, with $\cos\varphi=\varepsilon''/|\varepsilon|$ and $\sin\varphi=\varepsilon'/|\varepsilon|$. The power thus swings between

$$p_{\pm}=\tfrac12\omega\varepsilon_0E_0^2\,(\varepsilon''\pm|\varepsilon|).$$

For $\varepsilon'\neq0$ the lower value is negative: during part of each cycle the material returns energy to the source.

**Why this work is heat**

In a steady cycle the stored energy returns to its starting value, so the net work must have become heat. A model of relaxing dipoles shows where. Let

$$D_b=\varepsilon_0\varepsilon_\infty E+P,\qquad \tau\frac{dP}{dt}+P=\varepsilon_0\Delta\,E,\qquad \Delta=\varepsilon_s-\varepsilon_\infty .$$

Here $\varepsilon_s$ is the static permittivity, $\varepsilon_\infty$ describes the part that responds at once, and $\tau$ is the relaxation time. Solve the second equation for $E$ and multiply by $dP/dt$:

$$E\frac{dP}{dt}=\frac{d}{dt}\left(\frac{P^2}{2\varepsilon_0\Delta}\right)+\frac{\tau}{\varepsilon_0\Delta}\left(\frac{dP}{dt}\right)^2 .$$

The first term is stored (free) energy and integrates to zero over a steady cycle, as does $\varepsilon_0\varepsilon_\infty E\,dE/dt$. The second is friction and is never negative.

To find the loss, insert $P=\mathrm{Re}[P_0e^{-i\omega t}]$. Then $(1-i\omega\tau)P_0=\varepsilon_0\Delta E_0$. Multiplying numerator and denominator by $1+i\omega\tau$, and adding the other two contributions, gives

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta}{1+\omega^2\tau^2},\qquad
\varepsilon''=\frac{\Delta\,\omega\tau}{1+\omega^2\tau^2}+\frac{\sigma}{\omega\varepsilon_0}.$$

The friction term agrees with this. The amplitude of $dP/dt$ is $\omega\varepsilon_0\Delta E_0/\sqrt{1+\omega^2\tau^2}$, and the mean square is half the squared amplitude, so the mean friction heat is

$$\frac{\tau}{\varepsilon_0\Delta}\cdot\frac{\omega^2\varepsilon_0^2\Delta^2E_0^2}{2(1+\omega^2\tau^2)}
=\tfrac12\omega\varepsilon_0E_0^2\,\frac{\Delta\,\omega\tau}{1+\omega^2\tau^2}.$$

**Two limits**

For conduction alone, $\varepsilon''=\sigma/(\omega\varepsilon_0)$ and $\bar p=\tfrac12\sigma E_0^2$. If $\sigma$ does not depend on frequency, neither does this heating. It is ordinary Joule heating.

For the dipoles alone, at fixed internal field, the heating grows as $\omega^2$ when $\omega\tau\ll1$. For $\omega\tau\gg1$ it levels off at $\varepsilon_0\Delta E_0^2/(2\tau)$. The dipole part of $\varepsilon''$ peaks at $\omega\tau=1$, but the heating in this model does not, because of the extra factor $\omega$.

**A microwave example**

Take a polar liquid at 2.45 GHz, with round values that are rough for such heating: $\varepsilon_s=80$, $\varepsilon_\infty=5$, $\tau=8$ ps, $\sigma=0.05$ S/m. Let the peak field inside be 20 V/cm, or 2000 V/m.

- Angular frequency: $\omega=2\pi f=1.539\times10^{10}$ rad/s, so $\omega\tau=0.1232$.
- Real part: $\varepsilon'=5+75/(1+0.1232^2)=78.9$.
- Dipole loss: $75\times0.1232/(1+0.1232^2)=9.10$.
- Ion loss: $\sigma/(\omega\varepsilon_0)=0.37$, so $\varepsilon''=9.47$ in total.
- Prefactor: $\tfrac12\omega\varepsilon_0E_0^2=0.2726$ W/cm³.

Hence

$$\bar p=0.2726\times9.465=2.58\ \text{W/cm}^3=2.58\times10^6\ \text{W/m}^3 .$$

With $|\varepsilon|=79.4$, the instantaneous power runs from $-19.1$ to $+24.2$ W/cm³. Most of the energy taken in is returned within the cycle; the mean heating is the midpoint of these two extremes.

One cycle deposits $1.05\times10^{-3}$ J/m³. For a heat capacity of 4.2 J/(cm³ K), this warms the liquid by $2.5\times10^{-10}$ K, so treating its properties as constant during a cycle is well justified. With no heat leaving, the initial heating rate is $2.58/4.2=0.61$ K/s.

**When the steady-cycle result fails**

Suppose the liquid is unpolarized and the field starts from zero as $E_0\sin s$, where $s$ is the phase since switching on. The steady solution would start at $P=-\varepsilon_0E_0\chi''$, where $\chi''=9.10$ is the dipole loss. The true solution therefore contains an extra $+\varepsilon_0E_0\chi''e^{-s/(\omega\tau)}$. Its work in the first cycle is

$$-\frac{\varepsilon_0E_0^2\chi''}{\omega\tau}\int_0^{2\pi}\sin s\;e^{-s/(\omega\tau)}ds
\simeq-\varepsilon_0E_0^2\chi''\frac{\omega\tau}{1+\omega^2\tau^2}.$$

The integral is $\omega^2\tau^2/(1+\omega^2\tau^2)$, apart from a factor $1-e^{-2\pi/(\omega\tau)}$ that is practically 1 here. Relative to $\pi\varepsilon_0\varepsilon''E_0^2$, the first-cycle work is 3.7% low. This cycle is not closed, so its work is not all heat: it ends with $\varepsilon_0E_0^2\chi''^2/(2\Delta)$ stored in the dipoles, and the first-cycle heat is 5.6% low. The transient dies out within a fraction of this first cycle, so later cycles follow the steady result.

**How far the example can be trusted**

Let the liquid be a layer of thickness $L=1$ mm, with the field parallel to its faces and equal waves arriving in phase from both sides.

*Heat leakage* is the largest omission if the walls are cold. With thermal conductivity $\kappa=0.6$ W/(m K), the steady equation $\kappa T''=-\bar p$ has a parabolic solution. Its centre lies $\bar pL^2/(8\kappa)=0.54$ K above the walls. The slowest thermal profile, $\cos(\pi z/L)$, decays in a time $cL^2/(\pi^2\kappa)=0.71$ s, where $c$ is the heat capacity per volume. The rate of 0.61 K/s therefore describes sustained warming only for well-insulated walls.

*Warming* changes the liquid. As rough coefficients, let $\tau$ fall by 2% and $\sigma$ rise by 2% per kelvin, both compounded, and let $\varepsilon_s$ fall by 0.4 per kelvin. After 10 K, which would take 16 s at the initial rate, the heating at the same internal field is 21% lower. The drop belongs to a liquid whose loss is mostly dipolar. With the same coefficients and $\sigma$ at 1.5 S/m or more, the growing ion loss wins and the heating rises with temperature.

*Field variation* is small at this thickness. By symmetry $E\propto\cos kz$, with $k=\omega\sqrt{\varepsilon}/c_0$ and $c_0$ the speed of light in vacuum. If 20 V/cm is the value at the centre, the heating at the faces is $|\cos(kL/2)|^2=0.95$ of the central value, and the layer average is 1.7% below it.

*Nonlinearity* is negligible. For a free dipole of 2 debye at 298 K, the ratio $a=\mu E_0/(k_BT)$ is $3.2\times10^{-6}$. The equilibrium alignment falls below the linear law by the fraction $a^2/15\approx7\times10^{-13}$. This ignores the enhancement of the local field, so it is not an estimate for the liquid itself. But even a fraction a million times larger would stay below one part in a million. Breakdown of air touching the faces is remote as well: the field parallel to a face is continuous across it, and it is below a thousandth of the rough 30 kV/cm for air.

For comparison with a household oven, roughly 1 kW absorbed in half a litre is 2 W/cm³, the same order as here. Such a load is much thicker than 1 mm, however, and its internal field is set by the cavity, the shape and the liquid together. The assumption of a known, uniform $E_0$ is then the weakest one. Since $\bar p\propto E_0^2$, a field 20% lower reduces the local heating by 36%.

All numerical values are calculated from the stated model.
